# Why planar tunnelling does not measure bulk densities of states

Make the free-electron bands in both electrodes of a planar tunnel junction four times deeper, with the electron mass unchanged, so that the bulk density of states at the Fermi energy doubles. If the conductance were proportional to the product of these densities, it would rise fourfold. For the rectangular barrier worked out below it falls to 0.35 of its former value. For a barrier of the same height with very gradual edges, built so that its forbidden region at the Fermi energy does not change with the band depth, it stays the same to within half a percent.

The product rule fails in these cases because it treats the tunnelling matrix element as one constant for every pair of states, whatever their velocities and their wavevectors parallel to the interfaces. The squared matrix element contains the normal velocities of the electrons, and these cancel the one-dimensional densities of states in the golden rule. This is Harrison's argument. What survives is a transmission probability, which may still depend on the electrodes through the way the waves match at the barrier edges.

## The model and the rule to be tested

Hartree atomic units are used, and energies are measured from the Fermi energy. The electrons are independent and have mass 1 everywhere. The interfaces are flat, so the wavevector $\mathbf k_\parallel$ parallel to them is conserved. The band bottom of an electrode lies at $-D$ and the barrier top at $\varphi$. With the transverse energy $W=k_\parallel^2/2$, an electron at the Fermi energy has normal energy $-W$, and therefore

$$k=\sqrt{2(D-W)},\qquad \kappa=\sqrt{2(\varphi+W)}$$

as its normal wavevector in the electrode and its decay constant at the barrier top. Since the mass is 1, $k$ is also the normal velocity $v$.

Standing waves in a long electrode of length $L$ have $k=n\pi/L$. Their density in energy, per spin, is $dn/dE=L/(\pi v)$. The bulk density per volume follows by summing $1/(\pi v)$ over both spins and over $\mathbf k_\parallel$. Because $d^2k_\parallel=2\pi\,dW$,

$$g=2\int\frac{d^2k_\parallel}{4\pi^2}\,\frac{1}{\pi k}
=\frac{1}{\pi^2}\int_0^D\frac{dW}{\sqrt{2(D-W)}}=\frac{\sqrt{2D}}{\pi^2}.$$

Take $D=0.2$ hartree in both electrodes, then $D=0.8$ hartree. The bulk density rises from 0.0641 to 0.1282 per hartree and cubic bohr, a factor of 2. The product rule predicts a factor of 4 in the conductance.

The conductance itself follows from counting electrons. At fixed $\mathbf k_\parallel$ and spin, right-moving states have density $dk/(2\pi)$ per length and velocity $v=dE/dk$, so they carry a particle current $dE/(2\pi)$ towards the barrier. A fraction $T$ is transmitted. At low temperature and small voltage, each channel has conductance $T/(2\pi)$, or $T/\pi$ with spin. The sum over channels gives

$$\frac GA=\frac1\pi\int\frac{d^2k_\parallel}{4\pi^2}\,T
=\frac{1}{2\pi^2}\int_0^D T(W)\,dW. \tag{1}$$

If the electrodes differ, the upper limit is the smaller of the two band depths, because $\mathbf k_\parallel$ must exist on both sides. "Small" voltage and temperature mean small on the energy scale over which $T$ changes.

## The counter-example: a rectangular barrier

Let the barrier occupy $0<x<d$, with $e^{-2\kappa d}\ll1$. On the left the wave is $e^{ik_Lx}+re^{-ik_Lx}$. Near the left edge the barrier wave is $ae^{-\kappa x}$; the growing part, produced by reflection at the far edge, is smaller there by a factor of order $e^{-2\kappa d}$. Continuity of the wave and its slope gives

$$1+r=a,\qquad ik_L(1-r)=-\kappa a.$$

Multiply the first equation by $ik_L$ and add the second:

$$2ik_L=(ik_L-\kappa)a,\qquad |a|^2=\frac{4k_L^2}{k_L^2+\kappa^2}.$$

At the right edge the growing part must be kept. Call its value there $b$, and let $t$ be the amplitude of the outgoing wave. Then

$$ae^{-\kappa d}+b=t,\qquad -\kappa ae^{-\kappa d}+\kappa b=ik_Rt.$$

Multiplying the first equation by $\kappa$ and subtracting the second removes $b$:

$$2\kappa ae^{-\kappa d}=(\kappa-ik_R)t.$$

The transmission probability is a ratio of currents, so it carries the velocity ratio $k_R/k_L$:

$$T=\frac{k_R}{k_L}|t|^2=\frac{k_R}{k_L}\,\frac{4\kappa^2}{\kappa^2+k_R^2}\,\frac{4k_L^2}{k_L^2+\kappa^2}\,e^{-2\kappa d}.$$

This can be written with one factor for each electrode:

$$T=P_LP_R\,e^{-2\kappa d},\qquad P=\frac{4k\kappa}{k^2+\kappa^2}. \tag{2}$$

The factor $P$ is largest at $k=\kappa$, where it equals 2. For faster electrons it falls, because their wavelength matches the decay length less well.

Now take $\varphi=0.05$ hartree and $d=30$ bohr. At $W=0$, $\kappa=0.3162$ per bohr. For the shallow band $k=0.6325$, and

$$P=\frac{4(0.6325)(0.3162)}{0.4+0.1}=1.600,\qquad T=1.473\times10^{-8}.$$

For the deep band $k=1.2649$, and

$$P=\frac{4(1.2649)(0.3162)}{1.6+0.1}=0.941,\qquad T=5.10\times10^{-9}.$$

The exponential is common to both, so the ratio of transmissions is $(0.9412/1.6000)^2=0.346$.

The integral (1) adds the other transverse energies. Since $k^2+\kappa^2=2(D+\varphi)$ does not depend on $W$, equal electrodes have

$$T(W)=\frac{16(D-W)(\varphi+W)}{(D+\varphi)^2}\,e^{-2d\sqrt{2(\varphi+W)}}. \tag{3}$$

Its logarithmic slope at $W=0$ is

$$-\frac{d\ln T}{dW}=\frac{2d}{\kappa}-\frac1\varphi+\frac1D.$$

This is $189.7-20+5=174.7$ per hartree for the shallow band and $189.7-20+1.25=171.0$ for the deep one. Treating $T$ as a simple exponential in $W$ gives $G/A\approx T(0)/(2\pi^2\times\text{slope})$, or $4.27\times10^{-12}$ and $1.51\times10^{-12}$ a.u. The full integrals are

$$4.47\times10^{-12}\quad\text{and}\quad1.59\times10^{-12}\ \text{a.u.},$$

which is 389 and 138 nS/µm². The simple estimate is about 5% below the full values because it ignores the curvature of $\ln T$. The conductance ratio is 0.355. It lies slightly above 0.346 mainly because the deep band has the smaller slope, so its transmission falls more slowly with $W$. The slopes alone give $0.346\times174.7/171.0=0.354$, and the curvature supplies the rest.

The bulk density has doubled and the conductance has dropped by almost a factor of three. No constant of proportionality can repair the product rule here, since even the direction of the change is wrong.

Two limits of (3) show how far the dependence can depart from $g^2$. For $D\gg\varphi$, $T(0)\approx(16\varphi/D)e^{-2\kappa d}$. With $D\propto g^2$, the conductance then varies as $1/g^2$, the inverse of the product rule. In the opposite limit $D$ is small compared with both $\varphi$ and $\kappa/(2d)$. The exponential and the factor $\varphi+W$ then hardly change over the integration range, and

$$\frac GA\approx\frac{1}{2\pi^2}\,\frac{16}{\varphi}\,e^{-2\kappa d}\int_0^D(D-W)\,dW=\frac{4D^2}{\pi^2\varphi}\,e^{-2\kappa d},$$

with $\kappa$ taken at $W=0$. This rises as $g^4$. Neither limit gives $g^2$. Between them, a thick barrier allows a window $\kappa/(2d)\ll D\ll\varphi$. There $T(0)\approx(16D/\varphi)e^{-2\kappa d}$ and the slope is close to $2d/\kappa$, which does not depend on $D$, so $G/A\approx4D\kappa\,e^{-2\kappa d}/(\pi^2\varphi d)$ does vary as $g^2$. This comes from the matching factor $P\approx4k/\kappa$, which for $k\ll\kappa$ happens to be proportional to $k$, as $g$ is. The two ends of the window differ by the factor $\varphi/(\kappa/2d)=\kappa d$, so a range of $D$ that obeys the product rule needs a very large $\kappa d$. The barrier worked out here has $\kappa d=9.5$ and no such range: the local power of $g$ in $G$ slides from about 3 at $D=0.005$ hartree to about 0.3 at $D=0.05$ hartree, and merely passes through 2 near $D=0.015$ hartree.

## The correct statement

For an opaque planar junction under the assumptions above, the conductance is given by (1), with

$$T=4\pi^2|M|^2\rho_L\rho_R. \tag{4}$$

Here $\rho_L$ and $\rho_R$ are one-dimensional level densities per spin at fixed $\mathbf k_\parallel$, and $M$ is the matrix element between normalized electrode states. The product does not depend on the lengths of long electrodes. For barrier edges smooth enough for the leading semiclassical approximation,

$$T=e^{-2S},\qquad S=\int\kappa(x)\,dx, \tag{5}$$

where the integral runs over the forbidden region and $\kappa(x)$ is the local decay constant. No electrode factor remains. For a rectangular barrier the factors $P_L$ and $P_R$ of (2) remain.

## Proof: the golden rule and the matrix element

An electron in a left state passes into the right electrode at the rate $2\pi|M|^2\rho_R$. A small voltage $V$ makes $\rho_LV$ left states available for transfer. The current per spin is $2\pi|M|^2\rho_L\rho_RV$. Equating the conductance $2\pi|M|^2\rho_L\rho_R$ to $T/(2\pi)$ gives (4). First-order perturbation theory requires $T\ll1$, which by (4) means that $|M|$ is small compared with the level spacings $1/\rho$.

For the matrix element, let $\psi_L$ be a real eigenstate of the left electrode with the barrier continued indefinitely to the right, and define $\psi_R$ in the mirrored way. Both have normal energy $E$. Choose a plane $x_0$ inside the barrier. With the full Hamiltonian $H$, $(H-E)\psi_L$ vanishes to the left of $x_0$, and $(H-E)\psi_R$ vanishes to the right. Hence

$$M=\int\psi_R(H-E)\psi_L\,dx=\int_{x_0}^{\infty}\big[\psi_R(H-E)\psi_L-\psi_L(H-E)\psi_R\big]dx,$$

where the subtracted term is zero. The potential terms cancel and the kinetic terms form a total derivative:

$$M=-\frac12\int_{x_0}^{\infty}\frac{d}{dx}\big(\psi_R\psi_L'-\psi_L\psi_R'\big)dx
=\frac12\big(\psi_R\psi_L'-\psi_L\psi_R'\big)_{x_0}. \tag{6}$$

The far end contributes nothing for a long electrode, because $\psi_L$ has decayed there. This is Bardeen's matrix element. It has the form of a current, which is how the velocity enters.

In a closed symmetric junction, $M$ couples two equal levels and shifts them to $E\pm|M|$ at leading order in the overlap. Their splitting is therefore $2|M|$. For the rectangular barrier, the splitting found from the exact level conditions agrees with (6) within the tested relative tolerance of 0.1%.

## The cancellation with smooth edges

Near a turning point, where the potential is close to linear, the decaying solution is an Airy function. For large $z$ its two asymptotic forms are

$$\mathrm{Ai}(z)\approx\frac{e^{-\frac23z^{3/2}}}{2\sqrt\pi\,z^{1/4}},\qquad
\mathrm{Ai}(-z)\approx\frac{\cos\!\big(\tfrac23z^{3/2}-\tfrac\pi4\big)}{\sqrt\pi\,z^{1/4}}.$$

The decaying side has an extra factor $\tfrac12$. Away from the turning point the semiclassical wave continues these forms:

$$\psi=\frac{C}{\sqrt{k(x)}}\cos\!\Big(\int k\,dx-\frac\pi4\Big),\qquad
\psi=\frac{C}{2\sqrt{\kappa(x)}}\,e^{-\int\kappa\,dx},$$

in the electrode and in the barrier, with both integrals starting at the turning point.

In the normalization integral, $\cos^2$ averages to $\tfrac12$ and $k(x)$ is the local velocity:

$$1=\frac{C^2}{2}\int\frac{dx}{v(x)}=\frac{C^2t}{2},\qquad C^2=\frac2t.$$

Here $t$ is the time a classical electron takes to cross the electrode once. In (6), $\psi_L$ and $\psi_R$ share the prefactor $1/\sqrt{\kappa(x)}$, so the derivatives of that prefactor cancel. The derivatives of the exponentials give $-\kappa$ and $+\kappa$. The two exponents add to $S$, whatever the choice of $x_0$, and

$$|M|=\kappa\,\frac{C_LC_R}{4\kappa}\,e^{-S}=\frac{e^{-S}}{2\sqrt{t_Lt_R}}. \tag{7}$$

The levels satisfy $\int k\,dx=(n+\text{constant})\pi$. Since $\partial k/\partial E=1/v$, differentiation gives $\rho=t/\pi$. The moving turning point adds nothing, because $k=0$ there. Inserting this and (7) into (4),

$$T=4\pi^2\,\frac{e^{-2S}}{4t_Lt_R}\,\frac{t_Lt_R}{\pi^2}=e^{-2S}.$$

In a long uniform electrode $t=L/v$. Then $\rho=L/(\pi v)$, while $|M|^2$ is proportional to $v_Lv_R/(L_LL_R)$. A slow electron has more levels per energy interval, but it strikes the barrier less often, in the same proportion.

## The smooth barrier in numbers

Let $h(x)=\varphi(1-x^2/a^2)$ with $a=20$ bohr. The potential is $h$ where $h>0$, and $D\tanh(h/D)$ outside, which levels off at the band bottom $-D$. At $W=0$ the forbidden region is the same for both band depths, and

$$S_0=\int_{-a}^{a}\sqrt{2\varphi(1-x^2/a^2)}\,dx=\frac{\pi a\sqrt{2\varphi}}{2}=9.935,\qquad e^{-2S_0}=2.349\times10^{-9}.$$

Each electrode is closed by a hard wall about 400 bohr from the barrier centre, placed so that a pair of levels is centred on the Fermi energy. The matrix element is half the splitting of the pair, and the level density comes from the neighbouring pairs. The levels are computed on a grid of spacing about 0.1 bohr, so the last digit of $\rho$, $\lvert M\rvert$ and the golden-rule product in the table is not significant. Without the grid error the deep-band $\rho$ and $\lvert M\rvert$ become 123.5 and 6.250, and the two golden-rule values become 2.356 and 2.351, closer to the scattering results.

| Quantity | $D=0.2$ | $D=0.8$ |
|---|---:|---:|
| $t$ (a.u.) | 661.0 | 387.5 |
| $\rho$ (1/hartree) | 210.5 | 123.6 |
| $\lvert M\rvert$ ($10^{-8}$ hartree) | 3.671 | 6.246 |
| $4\pi^2\lvert M\rvert^2\rho^2$ ($10^{-9}$) | 2.358 | 2.353 |
| $T$ from scattering ($10^{-9}$) | 2.356 | 2.350 |

For the shallow band, (7) gives $4.847\times10^{-5}/(2\times661.0)=3.67\times10^{-8}$ hartree, as found. Going to the deep band multiplies the level density by about 0.59 and the matrix element by about 1.70. On the grid the two factors are 0.5871 and 1.7015, each with a grid error of order 0.1% that largely cancels in their product. The product is 0.999, and $T$ changes by its square. The level density does not fall by a full factor of 2 because $t$ includes the slow stretch beside the barrier. That stretch becomes unimportant only in longer electrodes, but the cancellation does not need it to be.

The one-dimensional density falls here while the bulk density rises. The bulk density grows because a deeper band admits more values of $\mathbf k_\parallel$, and most of these hardly tunnel. To see this, continue the parabola slightly below the Fermi energy. The turning points for transverse energy $W$ are then at $\pm a\sqrt{1+W/\varphi}$, and

$$S(W)=\frac\pi2\sqrt{2(\varphi+W)}\;a\sqrt{1+\frac W\varphi}=\frac{\pi a}{2}\sqrt{\frac2\varphi}\,(\varphi+W).$$

So $T=e^{-2S_0}e^{-W/\tau}$ with

$$\tau=\frac{1}{2\,dS/dW}=\frac{\sqrt{\varphi/2}}{\pi a}=0.0025\ \text{hartree}.$$

States with $W<\tau$ supply a fraction $1-\sqrt{1-\tau/D}\approx\tau/(2D)$ of the bulk density, which is 0.6% for the shallow band and 0.16% for the deep one. Since $D\gg\tau$, the upper limit in (1) may be moved to infinity:

$$\frac GA\approx\frac{\tau e^{-2S_0}}{2\pi^2}=2.99\times10^{-13}\ \text{a.u.}$$

Integrating the scattering transmission gives $3.01\times10^{-13}$ and $3.00\times10^{-13}$ a.u., or 26.1 and 26.0 nS/µm². Their ratio is 0.9965, against the 4 of the product rule. The small remaining difference lies beyond the leading semiclassical formula, which contains no band depth at this level. The formula does require edges that are smooth on the scale of the electron wavelength. With a much shallower band, the potential used here levels off within a fraction of a wavelength of the turning point, and the formula fails: at $W=0$ the transmission exceeds $e^{-2S_0}$ by 5% for $D=0.05$ hartree and by 46% for $D=0.02$ hartree. The edges in this example are also much longer than an atomic-scale interface, since the parabola reaches the band bottom only about 25 and 62 bohr beyond the turning point. For a barrier 30 bohr wide with Fermi-function edges $1/(1+e^{x/w})$ running from $\varphi$ to $-D$, the ratio $T/e^{-2S}$ at $W=0$ is 1.16 for the shallow band and 0.56 for the deep one at $w=0.5$ bohr, and 0.98 and 0.70 at $w=1$ bohr. Edges a few bohr long therefore keep part of the electrode factor, and a deeper band then changes $S$ as well.

## What sharp edges leave behind

The same bookkeeping explains $P$. Let a left electrode occupy $-L<x<0$, with $\psi=N\sin k(x+L)$ inside and a decaying tail in the barrier. Matching at $x=0$ requires $k\cot kL=-\kappa$, hence

$$kL+\arctan\frac k\kappa=n\pi,\qquad \sin^2kL=\frac{k^2}{k^2+\kappa^2}.$$

The normalization integral is

$$\frac1{N^2}=\frac L2-\frac{\sin2kL}{4k}+\frac{\sin^2kL}{2\kappa}.$$

Because $\cos kL=-(\kappa/k)\sin kL$, the last two terms add to

$$\sin^2kL\left(\frac{\kappa}{2k^2}+\frac1{2\kappa}\right)=\frac{1}{2\kappa},$$

so $N^2=2/(L+1/\kappa)$. For the level density, use $dk/dE=1/k$ and $d\kappa/dE=-1/\kappa$:

$$\rho=\frac1\pi\left[\frac Lk+\frac{\kappa/k+k/\kappa}{k^2+\kappa^2}\right]=\frac{L+1/\kappa}{\pi k}.$$

The effective length $L+1/\kappa$ cancels in the density of states at the barrier edge:

$$\rho\,|\psi(0)|^2=\frac{2k}{\pi(k^2+\kappa^2)}. \tag{8}$$

The one-dimensional density has $k$ in its denominator, whereas this edge density has $k$ in its numerator. The factor $k^2$ comes from $\sin^2kL$: a slow wave has nearly a node at the barrier. For the rectangular barrier (6) gives $|M|=\kappa|\psi_L(0)\psi_R(d)|e^{-\kappa d}$. Inserting this and (8) into (4) yields

$$T=4\pi^2\kappa^2\,\frac{2k_L}{\pi(k_L^2+\kappa^2)}\,\frac{2k_R}{\pi(k_R^2+\kappa^2)}\,e^{-2\kappa d},$$

which is (2). Thus a product of densities does appear for this barrier, but they are densities at the barrier edges, resolved in $\mathbf k_\parallel$, and not bulk densities.

The derivation does not cover rough interfaces that mix different $\mathbf k_\parallel$, nearly transparent barriers, or superconducting and other correlated electrodes. For those systems the velocity cancellation shown here cannot simply be carried over. The values behind the worked cases are in the numerical output.

## Table of computed values

```
barrier height above Fermi energy: 0.050 hartree
decay constant at W=0: 0.3162 1/bohr
smooth barrier half-width: 20.0 bohr
smooth barrier action S: 9.9346 (dimensionless)
smooth barrier exp(-2S): 2.3492e-09 (dimensionless)
smooth barrier transverse energy window: 0.002516 hartree
rectangular barrier width: 30.0 bohr
--- both electrodes with band depth 0.2 hartree ---
normal velocity at W=0: 0.6325 a.u.
bulk density of states: 0.06408 1/(hartree bohr^3)
smooth: outer wall at 402.62 bohr
smooth: crossing time 661.0 a.u.
smooth: level density 210.54 1/hartree
smooth: matrix element 3.6707e-08 hartree
smooth: T from golden rule 2.3578e-09 (dimensionless)
smooth: T from scattering 2.3558e-09 (dimensionless)
smooth: G/A 3.0061e-13 a.u.
smooth: G/A 26.131 nS/um^2
sharp: edge factor P at W=0 1.6000 (dimensionless)
sharp: T at W=0 1.4726e-08 (dimensionless)
sharp: G/A 4.4720e-12 a.u.
sharp: G/A 388.724 nS/um^2
--- both electrodes with band depth 0.8 hartree ---
normal velocity at W=0: 1.2649 a.u.
bulk density of states: 0.12816 1/(hartree bohr^3)
smooth: outer wall at 399.77 bohr
smooth: crossing time 387.5 a.u.
smooth: level density 123.60 1/hartree
smooth: matrix element 6.2456e-08 hartree
smooth: T from golden rule 2.3526e-09 (dimensionless)
smooth: T from scattering 2.3496e-09 (dimensionless)
smooth: G/A 2.9956e-13 a.u.
smooth: G/A 26.039 nS/um^2
sharp: edge factor P at W=0 0.9412 (dimensionless)
sharp: T at W=0 5.0955e-09 (dimensionless)
sharp: G/A 1.5865e-12 a.u.
sharp: G/A 137.903 nS/um^2
--- ratios, deep electrodes over shallow electrodes ---
bulk density of states: 2.000
naive conductance (product of bulk densities): 4.000
smooth: level density 0.5871
smooth: matrix element 1.7015
smooth: conductance 0.9965
sharp: conductance 0.3548
```
